\section*{Why a distant ion gives a quantum oscillator the classical mean energy}

\section{The question}

A fast ion passes a bound electron at a distance much larger than the electron's orbit. The electron feels a brief force that is nearly the same everywhere in its wavefunction. If the binding is harmonic, the electron can take up energy in whole quanta $\hbar\omega$ alone, and the number taken up varies at random from one passage to the next. A classical electron initially at rest would take up one definite energy, which may be a thousand times smaller than $\hbar\omega$. Why does the quantum average nevertheless equal the classical energy, with no correction in $\hbar$?

The model is one particle of mass $m$ with
\begin{equation}
H=H_0-F(t)\,x,\qquad H_0=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2}.
\end{equation}
The force $F(t)$ is a prescribed pulse, independent of $x$ and of the electron's state. ``Energy gained'' means the change of $\langle H_0\rangle$, so the zero-point energy $\hbar\omega/2$ is not counted.

\section{The mechanism: the force moves the packet and does nothing else}

In the Heisenberg picture the operators obey
\begin{equation}
\dot x=\frac pm,\qquad \dot p=-m\omega^2x+F(t).
\label{eom}
\end{equation}
These are the classical equations, and they are linear. Let $x_c(t),p_c(t)$ be the classical solution that starts from rest, and write $x=x_c+\tilde x$, $p=p_c+\tilde p$. Subtracting the classical equations from (\ref{eom}) removes $F$:
\begin{equation}
\dot{\tilde x}=\frac{\tilde p}{m},\qquad \dot{\tilde p}=-m\omega^2\tilde x .
\end{equation}
The fluctuations $\tilde x,\tilde p$ therefore evolve as if there were no pulse. Inserting the split into $H_0$ gives
\begin{equation}
H_0=\underbrace{\frac{p_c^2}{2m}+\frac{m\omega^2x_c^2}{2}}_{E_c(t)}
+\left(\frac{p_c\tilde p}{m}+m\omega^2x_c\tilde x\right)
+\underbrace{\frac{\tilde p^2}{2m}+\frac{m\omega^2\tilde x^2}{2}}_{\tilde H_0}.
\label{split}
\end{equation}
In the ground state $\langle\tilde x\rangle=\langle\tilde p\rangle=0$ initially, and free evolution keeps both zero, so the middle term averages to zero. The last term is conserved and stays at $\hbar\omega/2$. The mean gain is thus $E_c(t)$ at every moment, during the pulse as well as after it.

The middle term averages to zero, but its square does not. It carries the randomness: zero-point motion along the push raises the energy gained, and motion against it lowers the gain. Quantization decides how this spread is divided among the levels, but it cannot shift the mean.

\section{The formula for the mean}

To find $E_c$ after the pulse, combine the classical variables into $z=p_c-im\omega x_c$. Then
\begin{equation}
\dot z=-m\omega^2x_c+F-i\omega p_c=-i\omega z+F .
\end{equation}
Multiplying by $e^{i\omega t}$ turns the left side and the first term on the right into $d(ze^{i\omega t})/dt$. Integration from rest gives
\begin{equation}
z(t)=e^{-i\omega t}\tilde F,\qquad \tilde F=\int_{-\infty}^{\infty}F(t')e^{i\omega t'}dt' .
\end{equation}
Since $|z|^2=p_c^2+m^2\omega^2x_c^2=2mE_c$,
\begin{equation}
\Delta E=\frac{|\tilde F|^2}{2m}.
\label{gain}
\end{equation}

In quantum language, let $x_0=\sqrt{\hbar/2m\omega}$ be the rms width of the ground state and
\begin{equation}
a=\frac{x}{2x_0}+\frac{ix_0p}{\hbar}=\frac{ix_0}{\hbar}\,(p-im\omega x),
\end{equation}
where the second form uses $2m\omega x_0^2=\hbar$. This is $z$ times a constant, so the same integration applies, now with the initial operator retained:
\begin{equation}
a(t)=e^{-i\omega t}(a+\alpha),\qquad \alpha=\frac{ix_0}{\hbar}\tilde F .
\label{shift}
\end{equation}
The pulse adds a number to $a$. The mean number of quanta is
\begin{equation}
\bar n=\langle0|(a^\dagger+\alpha^*)(a+\alpha)|0\rangle=|\alpha|^2=\frac{|\tilde F|^2}{2m\hbar\omega},
\end{equation}
because $a|0\rangle=0$. Multiplying by $\hbar\omega$ returns (\ref{gain}). Larger quanta are excited less often, in just the proportion that removes $\hbar$ from the product.

\section{The formula for the distribution}

Let $U$ be the evolution operator and $|\psi\rangle=U|0\rangle$ the final state. From (\ref{shift}),
\begin{equation}
a|\psi\rangle=U(U^\dagger aU)|0\rangle=Ue^{-i\omega t}(a+\alpha)|0\rangle=\beta|\psi\rangle,\qquad \beta=e^{-i\omega t}\alpha .
\end{equation}
Expand $|\psi\rangle=\sum_nc_n|n\rangle$ and use $a|n\rangle=\sqrt n\,|n-1\rangle$. Comparing the coefficients of $|n\rangle$ gives $\sqrt{n+1}\,c_{n+1}=\beta c_n$, hence $c_n=c_0\beta^n/\sqrt{n!}$. Normalization requires $|c_0|^2\sum_n\bar n^n/n!=|c_0|^2e^{\bar n}=1$, so
\begin{equation}
P_n=e^{-\bar n}\,\frac{\bar n^n}{n!}.
\label{poisson}
\end{equation}
For this law $\langle n(n-1)\rangle=\bar n^2$. The variance of $n$ is therefore $\bar n^2+\bar n-\bar n^2=\bar n$, and the energy variance is $(\hbar\omega)^2\bar n=\hbar\omega\,\Delta E$. The spread relative to the mean is $1/\sqrt{\bar n}$. It vanishes when $\hbar\omega\to0$ at fixed $\Delta E$, which is the classical limit for single events. The equality of the means needs no such limit.

A direct integration of the Schr\"odinger equation tests this for a strong pulse. With $m=\hbar=\omega=1$ and $F=(1+0.6t)e^{-t^2/2}$, formula (\ref{gain}) gives 1.57179. The propagated wavepacket and the integrated classical motion both give 1.57179. At $t=0.5$, inside the pulse, both gains are 0.63813. The wavepacket's energy variance is 1.57179, and its populations $P_0=0.20767$, $P_1=0.32642$ and $P_2=0.25653$ agree with (\ref{poisson}) to all printed digits.

\section{Which assumptions carry the result}

Among the energy levels, only the ground state leads to the Poisson law. The mean needs less: by (\ref{split}) it holds for any initial state with $\langle x\rangle=\langle p\rangle=0$, while otherwise the middle term adds a gain or loss linear in the force. For an initial level $|k\rangle$, (\ref{shift}) gives $\langle a^\dagger a\rangle=k+|\alpha|^2$, the same mean gain. Starting from $k=2$, the test pulse again gives 1.57179, yet with probability 0.29 the oscillator ends below its initial level. A Poisson distribution of added quanta would not allow that.

For a pulse of finite duration the mean relies on harmonic binding. (A sudden kick $q$ changes $H_0$ by $qp/m+q^2/2m$ in any well, so with $\langle p\rangle=0$ the mean gain is the classical $q^2/2m$.) If the well contains a term $\lambda x^4$, the mean force contains $-4\lambda\langle x^3\rangle$. With $X=\langle x\rangle$ and $\delta=x-X$,
\begin{equation}
\langle x^3\rangle=X^3+3X\langle\delta^2\rangle+\langle\delta^3\rangle .
\end{equation}
The width of the packet now acts on its centre, which no longer follows the classical path. For $\lambda=0.1$ and the same pulse shape reduced to 0.3 of its strength, the quantum gain is 0.098 and the classical gain 0.136, so the quantum value is 28\% lower.

\section{The force of a passing ion}

From here on Hartree atomic units are used, with $m=\hbar=1$. A point charge $Z$ moves at speed $v$ on a straight line at distance $b$ from the centre of an isotropic oscillator. It attracts the electron with the components
\begin{equation}
F_\perp=\frac{Zb}{(b^2+v^2t^2)^{3/2}},\qquad F_\parallel=\frac{Zvt}{(b^2+v^2t^2)^{3/2}} .
\end{equation}
Both are derivatives of $g=(b^2+v^2t^2)^{-1/2}$, namely $F_\perp=-Z\,\partial g/\partial b$ and $F_\parallel=-(Z/v)\,\partial g/\partial t$. The integral representation $K_0(\xi)=\int_0^\infty\cos(\xi u)(1+u^2)^{-1/2}du$, with $u=vt/b$, gives $\tilde g=(2/v)K_0(\xi)$, where $\xi=\omega b/v$. Using $K_0'=-K_1$ for the first component and an integration by parts for the second,
\begin{equation}
\tilde F_\perp=\frac{2Z\omega}{v^2}K_1(\xi),\qquad
\tilde F_\parallel=\frac{i\omega}{v}Z\tilde g=\frac{2iZ\omega}{v^2}K_0(\xi).
\end{equation}
The motions along the two axes are independent, so their gains add. With $\omega/v=\xi/b$,
\begin{equation}
\Delta E=\frac{2Z^2}{b^2v^2}\,\xi^2\left[K_0^2(\xi)+K_1^2(\xi)\right].
\label{bohr}
\end{equation}
The total number of quanta is also Poisson distributed, since by the binomial theorem
\begin{equation}
\sum_{j=0}^{n}\frac{\bar n_\perp^{\,j}\,\bar n_\parallel^{\,n-j}}{j!\,(n-j)!}=\frac{(\bar n_\perp+\bar n_\parallel)^n}{n!}.
\end{equation}

For $\xi\ll1$ the passage is sudden. Then $\xi K_1\to1$, $\xi K_0\to0$ and $\Delta E\to2Z^2/(b^2v^2)$, the energy of a free electron given the momentum $2Z/(bv)$. For $\xi\gg1$ both Bessel functions approach $\sqrt{\pi/2\xi}\,e^{-\xi}$, and
\begin{equation}
\Delta E\to\frac{2Z^2}{b^2v^2}\,\pi\xi\,e^{-2\xi}.
\end{equation}
The electron then follows the slow force and returns almost to rest. The length $v/\omega$ separates the two regimes.

\section{The number: a 2 MeV proton in CdTe}

The oscillator frequency is taken from the valence electrons of CdTe, treated as a cold uniform gas of density $n_e$. If the electrons are displaced by a small irrotational field $\mathbf s$, their density changes by $-n_e\nabla\!\cdot\mathbf s$ and the charge density by $+n_e\nabla\!\cdot\mathbf s$. Gauss's law gives an induced field $4\pi n_e\mathbf s$, which pulls each electron back with the force $-4\pi n_e\mathbf s$. In this model the displacement is thus an oscillator with $\omega^2=4\pi n_e$, driven by the bare field of the ion. The quanta of such a gas belong to collective modes, so counting them on one electron is a stand-in.

A cubic cell with a rough lattice constant of 0.65 nm holds four formula units of eight valence electrons:
\begin{equation}
n_e=\frac{32}{(0.65\ \mathrm{nm})^3}=116.5\ \mathrm{nm^{-3}},\qquad \omega=0.4658,\qquad \hbar\omega=12.7\ \mathrm{eV}.
\end{equation}
The proton has $v=8.933$, and $b=0.50$ nm is 9.449 bohr. Hence $\xi=0.4658\times9.449/8.933=0.4927$, with $K_0=0.9366$ and $K_1=1.6879$. Equation (\ref{bohr}) gives
\begin{equation}
\Delta E=\frac{2\,(0.4927)^2\,(0.9366^2+1.6879^2)}{(9.449\times8.933)^2}
=2.54\times10^{-4}\ \text{hartree}=6.9\ \mathrm{meV}.
\end{equation}

The mean number of quanta is $\bar n=6.909\ \mathrm{meV}/12.675\ \mathrm{eV}=5.45\times10^{-4}$. About one passage in 1800 delivers 12.7 eV, and nearly all the others deliver nothing. For the uniform force the rms spread per passage is 0.30 eV, some 43 times the mean; the field gradient treated below raises it to 0.31 eV. Over $10^6$ independent passages the expected count is 545 quanta, or 6.9 keV, with a relative spread of $1/\sqrt{545}=4.3\%$. The last digits follow the rough lattice constant: 0.648 nm in place of 0.65 nm gives 12.73 eV, 6.90 meV and 542 quanta.

The classical swing explains the rarity. After the passage the classical electron moves on an ellipse. Let $A^2$ be the sum of the squared amplitudes along the two axes, so that the energy is $\omega^2A^2/2$. Setting this equal to $\omega\bar n$ gives $A=2x_0\sqrt{\bar n}=0.0026$ nm, while the ground state has the width $x_0=0.055$ nm. A packet shifted by so little overlaps almost entirely with the ground state, and $P_0=e^{-\bar n}=e^{-(A/2x_0)^2}$ is close to one.

At the same speed and distance, a point charge $Z=20$ has $\bar n=400\times5.45\times10^{-4}=0.218$ and a mean gain of 2.8 eV. The uniform-force law gives $P_0=0.804$, $P_1=0.175$ and $P_2=0.019$.

\section{Where the uniform force fails}

The ion's field varies across the electron's wavefunction. To second order in the electron's position, its potential energy $V$ contains $\frac12\sum_{ij}V_{ij}r_ir_j$, with $V_{ij}$ the second derivatives at the centre. This term creates two quanta at once through $\frac12x_0^2\sum_{ij}V_{ij}a_i^\dagger a_j^\dagger$. The states $a_i^\dagger a_j^\dagger|0\rangle$ and $a_j^\dagger a_i^\dagger|0\rangle$ are the same, which doubles the squared norm. First-order perturbation theory then gives
\begin{equation}
P_2^{\rm grad}=\frac{x_0^4}{2}\sum_{ij}|\tilde V_{ij}(2\omega)|^2\propto Z^2,
\end{equation}
whereas the Poisson value is $P_2\approx\bar n^2/2\propto Z^4$ for small $\bar n$. For the proton the gradient gives $8.4\times10^{-6}$ and the Poisson law $1.5\times10^{-7}$. Pairs excited by the proton are therefore governed by the gradient, and the Poisson law fails for them by a factor of more than fifty. The mean suffers far less: these pairs add $2P_2^{\rm grad}/\bar n=3\%$.

The one-quantum amplitude is untouched at first order in $Z$. Integration by parts over the Gaussian ground-state density gives $\langle1_i|V|0\rangle=x_0\langle\partial_iV\rangle$. Away from the ion $\partial_iV$ satisfies Laplace's equation, so its average over each sphere around the centre equals its central value. The density beyond $b\approx9x_0$ is negligible.

At this speed and distance the two pair probabilities are equal at $Z\approx7.5$. At $Z=20$ the gradient value is $400\times8.4\times10^{-6}=0.003$, against 0.019. The two amplitudes do not interfere at this order. The path is symmetric in time, so $\alpha_\perp^2$ and $\alpha_\parallel^2$ are real where the gradient amplitudes $-i\tilde V_{ii}$ are imaginary, and $\alpha_\perp\alpha_\parallel$ is imaginary where $-i\tilde V_{\perp\parallel}$ is real. The probabilities therefore add, to about 0.022. Higher orders in $Z$ shift this by less than a tenth, so $P_2$ there is an estimate. A classical electron moving in the full Coulomb field of this ion gains 2.88 eV, 4\% more than with the uniform force. The quantum mean is higher still by about 3\%, because a classical electron starting at rest has no counterpart of the gradient pairs. For the proton, the part of the gain that changes sign with the ion's charge is 0.2\%.

\section{The model beside the material}

The proton's energy lies in the regime of MeV implantation into semiconductors, and the distance is about three quarters of the lattice constant. One assumption that CdTe does not satisfy is a single sharp frequency. For a damping rate $\Gamma$, the driven velocity has the transform $-i\omega'\tilde F/(\omega^2-\omega'^2-i\Gamma\omega')$, and the work done by the force becomes
\begin{equation}
W=\frac1\pi\int_0^\infty\frac{\Gamma\omega'^2\,|\tilde F(\omega')|^2}{(\omega^2-\omega'^2)^2+\Gamma^2\omega'^2}\,d\omega' .
\end{equation}
An assumed width of 5 eV lowers the gain from 6.9 to 5.9 meV, by 15\%. If instead the ten Cd $4d$ electrons per formula unit are counted as fully free, the quantum rises to 19 eV and the gain per electron falls to 5.5 meV, by 20\%. Speed and distance are held fixed in both comparisons. They are estimates of sensitivity, not bounds, and band structure beyond them is left out. The width $x_0$, and with it the pair probabilities of the previous section, belongs to the model oscillator: valence electrons in CdTe are spread over bonds and bands. The 6.9 meV is thus a model value, and either change alone moves it by 15 to 20\%.

Three other idealizations matter less here. The relativistic factor exceeds one by 0.2\%, and $k_BT$ at 300 K is 0.2\% of a quantum, so the oscillator starts in its ground state. One quantum is $6\times10^{-6}$ of the proton's energy, and the sideways momentum $2Z/(bv)$ is about $10^{-6}$ of the proton's momentum. Together these justify a prescribed path past this one electron. The numerical output lists the values used above.

\section*{Calculated quantities}
\begin{verbatim}
WAVEPACKET TEST (m = hbar = w = 1)
mean gain, Fourier formula: 1.57179
mean gain, quantum: 1.57179; classical: 1.57179
energy variance, quantum: 1.57179
gain during pulse, t=0.5: quantum 0.63813, classical 0.63813
P(0): wavepacket 0.20767, Poisson 0.20767
P(1): wavepacket 0.32642, Poisson 0.32642
P(2): wavepacket 0.25653, Poisson 0.25653
P(3): wavepacket 0.13440, Poisson 0.13440
P(4): wavepacket 0.05281, Poisson 0.05281
start in n=2: mean gain 1.57179, P(loss) 0.2865
quartic 0.1 x^4, pulse 0.3: quantum 0.09788, classical 0.13648
PROTON PASSING A CdTe-SCALE OSCILLATOR
proton energy: 2.0 MeV; distance b: 0.50 nm
rough lattice constant: 0.65 nm
valence density: 116.5 nm^-3
speed v: 8.9332 a.u.; distance b: 9.4486 bohr
frequency w: 0.46581 a.u.; quantum: 12.675 eV
xi = w b/v: 0.4927; v/w: 1.015 nm
K0(xi): 0.93664; K1(xi): 1.68787
mean gain: 2.53918e-04 hartree = 6.909 meV
mean number of quanta: 5.4511e-04; one in 1835
rms energy spread per passage: 0.2959 eV
zero-point width x0: 0.0548 nm
classical swing amplitude: 0.00256 nm
1e6 passages: mean quanta 545.1
1e6 passages: total energy 6.909 keV
1e6 passages: relative spread 4.28 %
ION OF CHARGE 20, SAME SPEED AND DISTANCE
mean quanta: 0.2180; gain 2.764 eV
Poisson P(0): 0.80409
Poisson P(1): 0.17533
Poisson P(2): 0.01911
Poisson P(3): 0.00139
full Coulomb classical gain: 2.881 eV
NEGLECTED EFFECTS
proton pair probability: Poisson 1.485e-07
proton pair probability: field gradient 8.383e-06
gradient pairs, share of mean gain: 3.08 %
charge where both pair rates match: 7.51
charge-odd correction, proton: +0.206 %
assumed damping width: 5.0 eV
gain with damping: 5.890 meV
quantum with Cd 4d electrons: 19.013 eV
gain with Cd 4d electrons: 5.539 meV
relativistic gamma - 1: 0.00213
kT/quantum at 300 K: 0.00204
one quantum / proton energy: 6.34e-06
\end{verbatim}
